# Surface Edges of Silicon and Hafnium in 180-Degree Helium Backscattering: a program that tests the result

```python
"""Helium backscattering at 180 degrees from surface silicon and hafnium.

Result under test: K = ((M2 - M1)/(M2 + M1))**2 and
edge separation = E0*(K_Hf - K_Si).
M1: projectile mass, M2: target mass (u); E0: beam energy (MeV);
K: scattered energy divided by incident energy.
The collision is elastic and head-on, with a free target initially at rest.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

E0 = 2.0
M_HE = 4.002602
TARGET_MASS = {"Si": 28.0855, "Hf": 178.49}
# Input isotope data: (atomic mass in u, natural atom fraction)
ISOTOPES = {
    "Si": [(27.97693, 0.92223), (28.97649, 0.04685), (29.97377, 0.03092)],
    "Hf": [(173.94005, 0.0016), (175.94141, 0.0526), (176.94323, 0.1860),
           (177.94371, 0.2728), (178.94582, 0.1362), (179.94656, 0.3508)],
}
U_MEV = physical_constants["atomic mass constant energy equivalent in MeV"][0]
M_ALPHA = physical_constants["alpha particle mass in u"][0]


def kinematic_factor(m1, m2):
    return ((m2 - m1) / (m2 + m1)) ** 2


def mass_sensitivity(m1, m2):
    return 4 * m1 * (m2 - m1) / (m1 + m2) ** 3


def yukawa_force(r):
    return 5 * np.exp(-r) * (1 / r + 1 / r**2)


def exponential_force(r):
    return 5 * np.exp(-r)


def collide(m1, m2, force):
    """Integrate Newton's equations with unit incident energy."""
    v0 = np.sqrt(2 / m1)
    start_distance = 30.0

    def motion(t, y):
        x1, x2, v1, v2 = y
        f = force(x2 - x1)
        return [v1, v2, -f / m1, f / m2]

    run = solve_ivp(motion, (0, 2 * start_distance / v0),
                    [-start_distance, 0, v0, 0], method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=0.2)
    assert run.success
    return v0, run.y[2, -1], run.y[3, -1]


def relativistic_factor(m1, m2, energy):
    """Solve relativistic energy and momentum conservation numerically."""
    rest1, rest2 = m1 * U_MEV, m2 * U_MEV

    def momentum(kinetic):
        return np.sqrt(kinetic * (kinetic + 2 * rest1))

    def energy_balance(kinetic):
        recoil_momentum = momentum(energy) + momentum(kinetic)
        recoil_energy = np.hypot(recoil_momentum, rest2) - rest2
        return energy - kinetic - recoil_energy

    return brentq(energy_balance, 0, energy, xtol=1e-13) / energy


# Symbolic solution of the two conservation laws
a, b, v = sp.symbols("a b v", positive=True)
w = sp.symbols("w", real=True)
recoil = a * (v - w) / b
roots = sp.solve(sp.Eq(a * v**2, a * w**2 + b * recoil**2), w)
assert len(roots) == 2
assert any(sp.simplify(root - v) == 0 for root in roots)
assert any(sp.simplify(root + v * (b - a) / (b + a)) == 0 for root in roots)

K = {el: kinematic_factor(M_HE, m) for el, m in TARGET_MASS.items()}
separation = E0 * (K["Hf"] - K["Si"])

# Trajectories for two force laws
for force in (yukawa_force, exponential_force):
    simulated = {}
    for el, m2 in TARGET_MASS.items():
        v0, v1, v2 = collide(M_HE, m2, force)
        simulated[el] = (v1 / v0) ** 2
        recoil_share = 0.5 * m2 * v2**2
        assert v1 < 0
        assert abs((v2 - v1) / v0 - 1) < 1e-7
        assert abs(simulated[el] - K[el]) < 1e-7
        assert abs(recoil_share - 4 * M_HE * m2 / (M_HE + m2)**2) < 1e-7
    assert abs(E0 * (simulated["Hf"] - simulated["Si"]) - separation) < 1e-6

# Mass sensitivity, isotope averages and relativistic kinematics
K_rel, K_iso_mean, iso_edges = {}, {}, {}
for el, m2 in TARGET_MASS.items():
    h = 1e-3
    slope = (kinematic_factor(M_HE, m2 + h)
             - kinematic_factor(M_HE, m2 - h)) / (2 * h)
    assert abs(slope / mass_sensitivity(M_HE, m2) - 1) < 1e-6
    masses, fractions = np.array(ISOTOPES[el]).T
    assert abs(fractions.sum() - 1) < 1e-3
    assert abs(np.average(masses, weights=fractions) - m2) < 0.01
    iso_edges[el] = E0 * kinematic_factor(M_HE, masses)
    K_iso_mean[el] = np.average(iso_edges[el], weights=fractions) / E0
    # Curvature of K over the isotope spread leaves a sub-keV difference
    assert abs(K_iso_mean[el] - K[el]) * E0 * 1000 < 0.2
    K_rel[el] = relativistic_factor(M_HE, m2, E0)
    # Expected relative corrections are of order E0/(M1 c^2)
    assert abs(K_rel[el] - K[el]) * E0 * 1000 < 1.0
    # The relativistic solution must approach K at low beam energy
    assert abs(relativistic_factor(M_HE, m2, 0.01) - K[el]) < 1e-5

assert (mass_sensitivity(M_HE, TARGET_MASS["Si"])
        > 10 * mass_sensitivity(M_HE, TARGET_MASS["Hf"]))
separation_rel = E0 * (K_rel["Hf"] - K_rel["Si"])
separation_alpha = E0 * (kinematic_factor(M_ALPHA, TARGET_MASS["Hf"])
                         - kinematic_factor(M_ALPHA, TARGET_MASS["Si"]))
assert abs(separation_alpha - separation) * 1000 < 1.0

print(f"Beam energy: {E0:.3f} MeV")
print(f"Helium average atomic mass: {M_HE:.4f} u")
for el, m2 in TARGET_MASS.items():
    print(f"{el} average atomic mass: {m2:.4f} u")
    print(f"{el} mass difference M2-M1: {m2 - M_HE:.4f} u")
    print(f"{el} mass sum M2+M1: {m2 + M_HE:.4f} u")
    print(f"{el} velocity ratio v1/v0: {-(m2-M_HE)/(m2+M_HE):.5f} (no unit)")
    print(f"{el} kinematic factor K: {K[el]:.5f} (no unit)")
    print(f"{el} surface edge: {E0 * K[el]:.4f} MeV")
    print(f"{el} recoil energy: {E0 * (1 - K[el]):.4f} MeV")
    shift = 1000 * E0 * mass_sensitivity(M_HE, m2)
    print(f"{el} edge shift per mass unit: {shift:.2f} keV/u")
    print(f"{el} lightest-isotope edge: {iso_edges[el][0]:.4f} MeV")
    print(f"{el} heaviest-isotope edge: {iso_edges[el][-1]:.4f} MeV")
    difference = 1000 * E0 * (K_iso_mean[el] - K[el])
    print(f"{el} isotope-mean minus average-mass edge: {difference:.3f} keV")
    correction = 1000 * E0 * (K_rel[el] - K[el])
    print(f"{el} relativistic edge correction: {correction:.3f} keV")
print(f"Difference K_Hf-K_Si: {K['Hf'] - K['Si']:.5f} (no unit)")
print(f"Surface-edge separation: {separation:.4f} MeV")
print(f"Surface-edge separation: {1000 * separation:.1f} keV")
print(f"Relativistic separation correction: "
      f"{1000 * (separation_rel - separation):.3f} keV")
print(f"Bare alpha-particle mass: {M_ALPHA:.4f} u")
print(f"Separation change with bare alpha mass: "
      f"{1000 * (separation_alpha - separation):.3f} keV")
print("success")
```

Running it gives:

```
Beam energy: 2.000 MeV
Helium average atomic mass: 4.0026 u
Si average atomic mass: 28.0855 u
Si mass difference M2-M1: 24.0829 u
Si mass sum M2+M1: 32.0881 u
Si velocity ratio v1/v0: -0.75052 (no unit)
Si kinematic factor K: 0.56329 (no unit)
Si surface edge: 1.1266 MeV
Si recoil energy: 0.8734 MeV
Si edge shift per mass unit: 23.34 keV/u
Si lightest-isotope edge: 1.1240 MeV
Si heaviest-isotope edge: 1.1686 MeV
Si isotope-mean minus average-mass edge: -0.092 keV
Si relativistic edge correction: -0.132 keV
Hf average atomic mass: 178.4900 u
Hf mass difference M2-M1: 174.4874 u
Hf mass sum M2+M1: 182.4926 u
Hf velocity ratio v1/v0: -0.95613 (no unit)
Hf kinematic factor K: 0.91419 (no unit)
Hf surface edge: 1.8284 MeV
Hf recoil energy: 0.1716 MeV
Hf edge shift per mass unit: 0.92 keV/u
Hf lightest-isotope edge: 1.8241 MeV
Hf heaviest-isotope edge: 1.8297 MeV
Hf isotope-mean minus average-mass edge: -0.013 keV
Hf relativistic edge correction: -0.042 keV
Difference K_Hf-K_Si: 0.35091 (no unit)
Surface-edge separation: 0.7018 MeV
Surface-edge separation: 701.8 keV
Relativistic separation correction: 0.090 keV
Bare alpha-particle mass: 4.0015 u
Separation change with bare alpha mass: -0.135 keV
success
```
